Barrett's Susceptibility from Weakly Anharmonic Quantum Modes in a Mean Field

**Q:** Some polar crystals seem about to become ferroelectric on cooling, yet their susceptibility levels off. One proposed explanation couples quantum harmonic modes through a mean field. I doubt that harmonic modes can give any temperature dependence at all.

**A:** The doubt is justified, and a model shows why. Let each unit cell carry one coordinate x, a relative displacement of ions, with mass m, charge q and dipole qx. Its local energy is

p²/2m + kx²/2 + bx⁴/4, with k > 0 and b ≥ 0.

The cells interact through −½ Σ J_ij x_i x_j, where J_ij = J_ji and J_ii = 0. A macroscopic field E adds −qE x_i in each cell; any local-field contribution is counted in J_ij. Write x_i = s + δ_i, where s = ⟨x⟩ is the same in every cell. Then

x_i x_j = s² + s(δ_i + δ_j) + δ_i δ_j = s(x_i + x_j) − s² + δ_i δ_j.

Mean-field theory drops δ_i δ_j, the correlation between fluctuations in different cells. With J = Σ_j J_ij, the two equal linear terms cancel the factor ½, and each cell has the energy −Jsx_i plus a constant. It therefore feels the force

F = qE + Js.

Now set b = 0 and complete the square:

kx²/2 − Fx = (k/2)(x − F/k)² − F²/2k.

The force moves the centre of the oscillator to F/k and leaves its level spacings unchanged. Hence ⟨x⟩ = F/k at every temperature, quantum or classical. Substituting F gives ks = qE + Js. For J < k, so that the harmonic crystal has a stable equilibrium, s = qE/(k − J), with no T in it. Diagonalizing the harmonic oscillator in a small force gave a stiffness of 1.000000 k at both 0.1 and 3 times the temperature ħω₀/k_B, where ω₀ = √(k/m).

**Q:** Then where can a temperature dependence come from?

**A:** From b > 0. A quartic term makes the restoring force depend on how widely the ion fluctuates, and that width depends on temperature even for a harmonic oscillator. We need the width first.

Let u be the displacement from the centre of a harmonic oscillator and σ² = ⟨u²⟩. In every level the mean potential energy is half the total, so kσ²/2 = U/2, where U is the thermal energy. With β = 1/k_BT, the sum over levels is geometric:

Z = Σ exp[−βħω₀(n + ½)] = exp(−βħω₀/2) / [1 − exp(−βħω₀)].

Differentiating,

U = −∂ln Z/∂β = ħω₀/2 + ħω₀/[exp(βħω₀) − 1] = (ħω₀/2) coth(βħω₀/2).

Define T₁ = ħω₀/k_B and

θ(T) = (T₁/2) coth(T₁/2T).

Then U = k_Bθ, and therefore

σ² = k_Bθ/k.

A classical oscillator has σ² = k_BT/k by equipartition. Thus θ is the temperature at which a classical oscillator of the same stiffness would fluctuate as widely as the quantum one does at T.

**Q:** You still have to show that the width enters the stiffness. With what coefficient?

**A:** Use the free energy A(F) of one cell in a fixed force. Because H contains −Fx, differentiating A = −k_BT ln Tr exp(−βH) gives ∂A/∂F = −⟨x⟩. In the same way, ∂A/∂b is the thermal mean of x⁴/4, so to first order in b this mean may be taken in the harmonic state. Put x = d + u with d = F/k. Odd powers of u average to zero, and

⟨x⁴⟩ = d⁴ + 6d²σ² + ⟨u⁴⟩.

The last term does not depend on F. Therefore

A(F) = constant − F²/2k + (b/4)(d⁴ + 6d²σ²) + O(b²).

Since ∂d/∂F = 1/k, differentiation gives

⟨x⟩ = d − (b/4k)(4d³ + 12dσ²) = d − (b/k)(d³ + 3σ²d).

To invert this to first order, replace d by ⟨x⟩ in the small term. Writing x for ⟨x⟩ from here on,

d = x + (b/k)(x³ + 3σ²x) + O(b²).

Multiplying by k, and using F = kd,

F = (k + 3bσ²)x + bx³ + O(b²).

The local response g = dx/dF at zero force thus obeys

1/g = k + 3bσ² + O(b²).

The factor 3 is the 6 in the expansion of x⁴, times ¼, times the 2 from differentiating d². Fluctuations stiffen the mode because they make the ion sample the outer parts of the well, where the curvature of the potential is larger.

**Q:** Put the coupling back. Does the temperature really enter as in Curie–Weiss theory?

**A:** In the linear regime s = g(qE + Js). Dividing by g and collecting s gives

(1/g − J)s = qE.

The polarization is P = nqs, with n the number of cells per volume, and the ionic susceptibility is defined by P = ε₀χE. Thus

χ = (nq²/ε₀) / (1/g − J).

Insert 1/g and σ² = k_Bθ/k:

1/g − J = k − J + 3bk_Bθ/k = (3bk_B/k)(θ − T₀),

where

T₀ = k(J − k)/(3bk_B).

The result is Barrett's susceptibility,

χ = C/(θ − T₀) = C / [(T₁/2) coth(T₁/2T) − T₀],

C = nq²k/(3bk_Bε₀).

With the classical variance, the same lines give χ = C/(T − T₀), the Curie–Weiss law, with the same C and T₀. The substitution T → θ is therefore the replacement of a classical variance by a quantum one, within mean field and first order in b.

T₀ is positive when J > k. The coupling then overcomes the harmonic restoring force, and the unpolarized state is stable only if fluctuations supply enough extra stiffness.

**Q:** Is the expansion consistent? You keep a small term 3bσ² beside the large terms k and J.

**A:** It is consistent when J − k is itself of order b, so that T₀ stays fixed as b → 0. The large parts then cancel, 1/g − J is of order b, and the omitted terms are of order b². At fixed θ − T₀ ≠ 0 the relative error is of order b.

This was tested by diagonalizing the full quartic oscillator with a reduced constant bħ/(m²ω₀³) = 4×10⁻⁴ and T₀ = 0.3 T₁. At T/T₁ = 0.1, 0.3, 1 and 3, the mean-field inverse susceptibility differed from Barrett's by at most 0.65 %, relative to Barrett's value.

Two conditions follow. First, η = 3bσ²/k must be small. Second, the error made in θ must be small compared with θ − T₀, which is the stricter demand near an instability.

**Q:** What does the formula say when the crystal is hot, and when it is cold?

**A:** For small y, coth y ≈ 1/y + y/3. With y = T₁/2T,

θ ≈ (T₁/2)(2T/T₁ + T₁/6T) = T + T₁²/(12T).

The quantum correction fades as 1/T, and the formula returns to the Curie–Weiss law. The model itself follows that law only while η is small; since η grows with T, strong heating at fixed b leaves the range of the expansion. For large y, coth y ≈ 1 + 2exp(−2y), so

θ ≈ (T₁/2)[1 + 2exp(−T₁/T)].

Cooling then no longer reduces the fluctuation, because zero-point motion remains. If T₀ < T₁/2, the susceptibility tends to the finite value C/(T₁/2 − T₀) and there is no transition. When T₀ is also positive, the classical version would have become unstable at T₀, and the material is called a quantum paraelectric.

**Q:** And if T₀ exceeds T₁/2?

**A:** Then θ = T₀ has a solution T_c. From coth(T₁/2T_c) = 2T₀/T₁ we get tanh(T₁/2T_c) = T₁/2T₀. Using artanh z = ½ ln[(1 + z)/(1 − z)],

T_c = T₁ / [2 artanh(T₁/2T₀)] = T₁ / ln[(2T₀ + T₁)/(2T₀ − T₁)].

T_c lies below T₀, since θ > T, and falls to zero as T₀ approaches T₁/2 from above. For T₀ = T₁ the formula gives T_c = 0.910 T₁; diagonalization with the same weak b gave 0.912 T₁.

**Q:** Give me numbers of a realistic size.

**A:** Take rough typical values in the regime of strontium titanate: C = 80 000 K, T₁ = 80 K, T₀ = 35 K, a cubic cell of edge 0.39 nm, mode charge 7e and mode mass 24 u. Then ħω₀ = k_BT₁ = 6.894 meV, and k = mω₀² = 27.29 eV/nm².

The quartic constant follows from C. Here n = 1/(0.39 nm)³ = 16.86 nm⁻³, e²/ε₀ = 18.10 eV nm and k_BC = 6.894 eV, so

b = (nq²/ε₀)k/(3k_BC) = (16.86 × 49 × 18.10 × 27.29)/(3 × 6.894) ≈ 1.97×10⁴ eV/nm⁴.

With k_BT₀ = 6.894 meV × 35/80 = 3.016 meV, the coupling is

J = k + 3bk_BT₀/k = 27.29 + 6.54 = 33.83 eV/nm².

These k and J are effective constants chosen to reproduce C, T₁ and T₀, not force constants of the crystal. For point dipoles of this charge on a cubic lattice, the Lorentz local field P/(3ε₀) alone would add nq²/(3ε₀) = 16.86 × 49 × 18.10/3 ≈ 4980 eV/nm² to J, about 150 times the value used. If 7e is read as an effective charge that already includes electronic polarization, and the electronic permittivity ε∞ = 5 obeys the Clausius–Mossotti relation on the same lattice, the term becomes nq²/[(ε∞ + 2)ε₀] ≈ 2140 eV/nm², still about 60 times the value used.

At 4 K, θ = 40.0 K and χ = 80 000/(40 − 35) = 16 000. At higher temperatures:

T (K) | θ (K) | Barrett χ | Curie–Weiss χ
20 | 41.5 | 12 300 | unstable
50 | 60.2 | 3170 | 5330
100 | 105.3 | 1140 | 1230
300 | 301.8 | 300 | 302

The low-temperature value rests on a difference of 5 K between two larger numbers. With the other parameters held fixed, raising T₀ to 45 K makes Barrett's formula give a transition at T_c = 80/ln(170/10) = 28.2 K.

**Q:** You required η to be small. Is it?

**A:** No. With these constants η is 0.27 at 4 K, 0.72 at 100 K and 2.07 at 300 K. Diagonalizing the quartic oscillator with the same k and b measures the damage within mean field. Define a corrected θ by setting 1/g = k + 3bk_Bθ/k with the full local response g. At 4 K it is 34.7 K instead of 40.0 K. That is below T₀ = 35 K, so with these bare constants the mean-field model is unstable at 4 K: it orders, where Barrett's formula predicts a paraelectric. The margin is only 0.35 K and depends on the assumed charge and mass, since η ∝ q²/m at fixed C and T₁: with a charge of 5e the corrected θ is 36.8 K, and the model stays paraelectric.

One may readjust J so that χ at 4 K is again 16 000, which means T₀ = 29.7 K with k, b and C held fixed. The susceptibility is then 5290 at 50 K, 2230 at 100 K and 780 at 300 K, against 3170, 1140 and 300 from Barrett's formula. At 300 K the discrepancy is a factor of 2.6.

**Q:** Why should the full model soften the temperature dependence?

**A:** The hot limit shows the direction. When classical fluctuations are so large that the quartic energy dominates, the Boltzmann factor is exp(−bx⁴/4k_BT). Substituting x = (k_BT/b)^(1/4) y removes T from the exponent, so ⟨x²⟩ ∝ T^(1/2). The classical response is g = ⟨x²⟩/k_BT, and thus

1/g ∝ T^(1/2).

The stiffness grows more slowly than the linear law assumes, mainly because the stiffened well restrains the fluctuations that stiffen it. The example has not reached this limit, but it shows the trend: between 100 and 300 K the corrected θ rises from 65.6 to 131.8 K, a factor of 2.0, where Barrett's θ rises by 2.9.

**Q:** Mean field also discarded correlations. A soft mode fluctuates more than an isolated cell.

**A:** For an estimate, put the cells on a simple cubic lattice with nearest-neighbour coupling. A wave of wavevector **k** and lattice spacing a has the stiffness

κ(**k**) = k(1 + η) − (J/3)(cos k_x a + cos k_y a + cos k_z a).

Averaging the harmonic variance over all wavevectors, without feeding the result back into η, gives ⟨x²⟩ = 1.23×10⁻⁴ nm² at 4 K. A single cell of stiffness k(1 + η) gives 1.12×10⁻⁴ nm². The increase is 10 %, and 3 % at 300 K. Multiplied by k/k_B, the 4 K difference is about 3.5 K in θ, comparable with the 5 K margin and opposite in sign to the higher-order correction. The two estimates should not simply be added, since each was made without the other.

Dispersion also affects the approach to the plateau. The softest wave has κ/k = 1 + η − J/k = 1 + 0.274 − 1.240 = 0.034, hence a frequency equivalent to 80 K × √0.034 ≈ 15 K. Such waves are still thermally excited at temperatures where a single frequency of 80 K is frozen out. The rate exp(−T₁/T) at which Barrett's formula flattens is thus a property of its single frequency; with the dispersion estimated here, the thermal part dies out exponentially only well below 15 K.

**Q:** How large a field may I apply before the linear susceptibility is useless?

**A:** Put F = qE + Js into the nonlinear equation of state:

qE = κs + bs³, κ = (3bk_B/k)(θ − T₀).

The differential stiffness is κ + 3bs². It doubles, and the differential susceptibility halves, when s² = κ/3b. There bs³ = κs/3, so

E_half = 4κs/(3q), s = √(κ/3b).

Since s ∝ √κ, this field scales as (θ − T₀)^(3/2): the nearer the instability, the more easily the response saturates. At 4 K it is about 7 kV/cm, with a polarization of about 8 µC/cm². These are scales within Barrett's approximation, since the corrections estimated above are comparable with the margin θ − T₀ on which they depend. They are not predictions for strontium titanate: b was inferred from C rather than from a measured nonlinearity, and at fixed C, T₁ and T₀ the field scales as q/√m, so it follows the assumed charge and mass. The real crystal may saturate at a considerably lower field. At 300 K the formula gives 2.8 MV/cm, a field at which breakdown has to be considered, and one obtained where η is about 2, so it is no more than a nominal scale.

**Q:** What, then, may I conclude about real strontium titanate?

**A:** It stays paraelectric on cooling, with a relative permittivity of order 10⁴ at low temperature and roughly 300 at room temperature. The example has that size because C, T₁ and T₀ were chosen in that regime; the agreement is no independent prediction. Weak anharmonicity fails with the bare constants: for the charge and mass used here, the higher orders in b move the mean-field susceptibility at 300 K from 300 to 780 after J is readjusted at 4 K. The real crystal also has three polar components per cell, long-range dipolar forces and a structural transition near 100 K; their effects on χ were not computed. The electronic susceptibility, between 4 and 5, must be added to 1 + χ to obtain the relative permittivity; it is less than 2 % of χ at 300 K.

Barrett's law is thus derived as a weak-anharmonic, mean-field limit. Fitted to data outside that limit, it is an interpolation formula, and its C, T₁ and T₀ need not equal the nq²k/(3bk_Bε₀), ħω₀/k_B and k(J − k)/(3bk_B) of a microscopic model. The numerical output below lists the main values used here.

Values computed for the example and the checks

```
TESTS (reduced units)
harmonic stiffness at T/T1=0.1, 3: 1.000000, 1.000000
weak quartic constant b: 4.0e-04
largest Barrett error at this b: 0.65 %
Tc/T1 for T0=T1: model 0.9122, formula 0.9102
EXAMPLE INPUTS (rough)
C = 80000 K, T1 = 80 K, T0 = 35 K
cell edge = 0.39 nm, charge = 7 e, mass = 24 u
DERIVED CONSTANTS
hbar w0 = 6.894 meV
k = 27.286 eV/nm^2
J = 33.826 eV/nm^2
b = 1.9721e+04 eV/nm^4
reduced b = b hbar/(m^2 w0^3) = 0.1826
zero-point rms displacement = 0.01124 nm
T1/2 - T0 = 5.0 K
chi at T -> 0: 16000
if T0 were 45 K: Tc = 28.24 K
T (K) | theta (K) | chi Barrett | chi Curie-Weiss | 3 b sigma^2/k
4 | 40.000 | 16000.0 | unstable | 0.274
20 | 41.493 | 12321.7 | unstable | 0.284
50 | 60.238 | 3169.9 | 5333.3 | 0.412
100 | 105.277 | 1138.3 | 1230.8 | 0.721
300 | 301.776 | 299.9 | 301.9 | 2.066
NEGLECTED: HIGHER ORDERS IN b
T0 readjusted to keep chi at 4 K: 29.651 K
T (K) | corrected theta (K) | chi with readjusted T0
4 | 34.651 | 16000.0
50 | 44.770 | 5291.3
100 | 65.558 | 2228.0
300 | 131.804 | 783.1
NEGLECTED: CORRELATED FLUCTUATIONS
T (K) | single-site <x^2> (nm^2) | lattice <x^2> (nm^2) | ratio
4 | 1.1192e-04 | 1.2293e-04 | 1.098
300 | 3.1457e-04 | 3.2362e-04 | 1.029
NEGLECTED: SATURATION (differential chi halved)
T (K) | field (kV/cm) | polarization (uC/cm^2)
4 | 7.07 | 7.51
300 | 2755.80 | 54.88
electronic susceptibility (rough input): 5
its share relative to chi at 300 K: 1.67 %
```
